# Electronic smearing temperature and the charge-density-wave transition: a one-mode comparison

## Two positions per cell

Take a crystal in which the charge-density-wave (CDW) displacement of each cell can have only two values, $u_i=+u_0$ or $u_i=-u_0$. The alternating sign pattern of the wave has been absorbed into the definition of $u_i$, so the ordered state has all $u_i$ equal. Let every one of the $N$ cells be coupled equally to all others by the energy $-(J/2N)(\sum_i u_i)^2$. A cell then feels the field $Jm$, where $m$ is the mean displacement, and with $k_B=\hbar=1$

$$m=u_0\tanh\frac{Jmu_0}{T}.$$

For small $m$ the right side is $(Ju_0^2/T)\,m$. A nonzero solution therefore appears below $T=Ju_0^2$.

The electrons do not enter this temperature through their thermal excitation. The model assumes a local gap set by $|u_i|$, which is the same above and below the transition. This is an assumption: for electrons that hop between cells, signs that are random from one cell to the next can fill the gap in again, as noted at the end. What disappears on heating is the agreement between the signs. With the values used below, $J=0.03125$ hartree/bohr² and $u_0=0.2206$ bohr, the transition lies at $0.03125\times0.2206^2=1.52$ mHa. In the same material model, a calculation with fixed ions and a Fermi–Dirac smearing of the electrons finds that the soft mode hardens only at 6.14 mHa.

Two-valued displacements were imposed here. The next sections derive the displacement energy from electrons and let $u$ vary continuously, so that both temperatures follow from one model.

## The electronic free energy and its hardening temperature

Each cell supplies two band states, counting spin, and one electron. Nesting pairs a state at energy $\varepsilon$ with one at $-\varepsilon$, and $\varepsilon$ is uniformly distributed over $0<\varepsilon<W$. The displacement mixes the pair:

$$h=\begin{pmatrix}\varepsilon&\Delta\\ \Delta&-\varepsilon\end{pmatrix},\qquad \Delta=gu,\qquad E=\sqrt{\varepsilon^2+\Delta^2}.$$

The eigenvalues are $\pm E$, and by symmetry the chemical potential is zero. The grand potential of a pair is

$$-T\ln\left[(1+e^{-E/T})(1+e^{E/T})\right]=-2T\ln\left(2\cosh\frac{E}{2T}\right).$$

Adding the bare elastic energy and subtracting the value at $u=0$ gives, per cell,

$$f(u,T)=\frac{Ku^2}{2}-\frac{2T}{W}\int_0^W\left[\ln\cosh\frac{E}{2T}-\ln\cosh\frac{\varepsilon}{2T}\right]d\varepsilon .$$

Since $dE/du=g^2u/E$, differentiation yields

$$f'(u,T)=u\left[K-\frac{g^2}{W}\int_0^W\frac{\tanh(E/2T)}{E}\,d\varepsilon\right].\tag{1}$$

The bracket at $u=0$ is the static harmonic stiffness $f''(0,T)$. With $\lambda=g^2/(KW)$, it vanishes at the temperature $T_s$ given by

$$\frac1\lambda=\int_0^W\frac{\tanh(\varepsilon/2T_s)}{\varepsilon}\,d\varepsilon .\tag{2}$$

This is the smearing scale. At $T=0$ the minimum of $f$ obeys $1/\lambda=\int_0^W d\varepsilon/\sqrt{\varepsilon^2+\Delta_0^2}=\operatorname{arsinh}(W/\Delta_0)$, hence $\Delta_0=W/\sinh(1/\lambda)$.

For $T_s\ll W$, put $y=\varepsilon/2T_s$ in (2) and integrate by parts:

$$\frac1\lambda=\ln\frac{W}{2T_s}-\int_0^\infty\ln y\,\operatorname{sech}^2y\,dy .$$

To find the last integral, expand $\operatorname{sech}^2y=4\sum_k(-1)^{k+1}k\,e^{-2ky}$. Then $\int_0^\infty y^s\operatorname{sech}^2y\,dy=2^{1-s}\,\Gamma(s+1)\,\eta(s)$, where $\eta(s)=\sum_k(-1)^{k+1}k^{-s}$, continued to $s=0$. There $\eta(0)=\tfrac12$, and Wallis's product gives $\eta'(0)=\tfrac12\ln(\pi/2)$. The derivative at $s=0$ is $-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma$, with $\gamma$ Euler's constant. Thus $1/\lambda=\ln(2e^\gamma W/\pi T_s)$. In the same limit $1/\lambda=\ln(2W/\Delta_0)$, so

$$T_s=\frac{e^\gamma}{\pi}\Delta_0\simeq0.567\,\Delta_0 .\tag{3}$$

A smearing width is a temperature only for Fermi–Dirac occupations. Gaussian smearing with occupation $\tfrac12\operatorname{erfc}(\varepsilon/\sigma)$ replaces $\tanh(\varepsilon/2T)$ in (2) by $\operatorname{erf}(\varepsilon/\sigma)$, because this factor is the occupation difference of the two states. The same integration by parts needs $(2/\sqrt\pi)\int_0^\infty\ln y\,e^{-y^2}dy=\tfrac12\psi(\tfrac12)=-\tfrac12\gamma-\ln2$, where $\psi$ is the digamma function. The result is $\sigma_s=e^{\gamma/2}\Delta_0$, which is $\pi e^{-\gamma/2}=2.354$ times $T_s$.

## Letting the ions move

Let blocks of $n$ cells move rigidly, each with one amplitude $u_b$; $n$ represents the coherence volume. Differences between the $N$ blocks cost the energy

$$\frac{nJ}{4N}\sum_{b,b'}(u_b-u_{b'})^2=\frac{nJ}{2}\sum_bu_b^2-\frac{nJ}{2N}\Big(\sum_bu_b\Big)^2,$$

to which $n\sum_b f(u_b,T)$ is added. For a uniform CDW the interblock energy is zero. A static calculation at the ordering wavevector therefore sees $f$ alone, and $T_s$ contains neither $J$ nor $n$.

The ions are treated classically, so their momenta contribute a factor independent of the displacements. With $S=\sum_bu_b$, the collective term is linearized by the Gaussian identity

$$e^{nJS^2/2NT}\propto\int dm\;e^{-NnJm^2/2T+nJmS/T}.$$

The blocks then factorize, and the partition function is proportional to $\int dm\,e^{-N\Phi(m)/T}$, where, after completing the square,

$$\Phi(m)=-T\ln\int du\;e^{-n[f(u,T)+J(u-m)^2/2]/T}.\tag{4}$$

For large $N$ the minimum of $\Phi$ determines the state. Write $\langle\cdot\rangle_m$ for the average with the weight in (4). Differentiation gives $\Phi'(m)=nJ(m-\langle u\rangle_m)$, so $m$ is the mean displacement at a stationary point. Since $d\langle u\rangle_m/dm=nJ\langle u^2\rangle_0/T$ at $m=0$,

$$\Phi''(0)=nJ\left[1-\frac{nJ\langle u^2\rangle_0}{T}\right].$$

The disordered state becomes unstable when

$$nJ\langle u^2\rangle_0=T_c .\tag{5}$$

For $n=1$ and $u=\pm u_0$ this is the opening result.

A second form of (5) shows what differs from the static criterion. The integral of $d(u\,e^{-V/T})/du$ vanishes, with $V=n(f+Ju^2/2)$, hence $\langle uV'\rangle_0=T$, or

$$n\langle uf'\rangle_0+nJ\langle u^2\rangle_0=T .$$

At $T_c$ the second term equals $T$, so

$$\langle u f'(u,T_c)\rangle_0=0,\qquad\text{whereas}\qquad f''(0,T_s)=0 .\tag{6}$$

The transition is governed by the product of force and displacement, averaged over the displacements that occur, and the smearing scale by the force near vanishing displacement. The factor $u$ in the average is essential, because $\langle f'\rangle_0$ alone vanishes by symmetry at every temperature.

## A worked example in numbers

Choose the round model parameters $W=0.04$ hartree, $g=0.05$ hartree/bohr, $\lambda=0.5$, $n=1$ and an ionic mass of 100 atomic mass units. Write $J=cg^2/W$ with $c=0.5$. Then

$$K=\frac{0.05^2}{0.5\times0.04}=0.125,\qquad J=\frac{0.5\times0.05^2}{0.04}=0.03125$$

in hartree/bohr². The gap parameter is $\Delta_0=40/\sinh2=11.03$ mHa, and $u_0=\Delta_0/g=0.2206$ bohr.

Equation (2) gives $T_s=6.14$ mHa, or 1939 K. Equation (5), with electrons and ions at the same temperature, gives $T_c=0.928$ mHa, or 293 K. The ratio is $T_c/T_s=0.15$. The root-mean-square displacement at $T_c$ is 0.1724 bohr, and (5) can be checked directly: $0.03125\times0.1724^2=0.929$ mHa. The mean-square displacement is $0.78^2=0.61$ times $u_0^2$, which accounts for the reduction from the two-valued estimate of 1.52 mHa.

The root-mean-square displacement at $T_c$ is thus 78% of $u_0$. This does not mean that every cell stays distorted: by (5) it equals $\sqrt{T_c/J}$, the thermal amplitude of a spring of stiffness $J$. With cold electrons, adding $Ju^2/2$ to $f$ replaces $1/\lambda$ by $1/\lambda+c=2.5$, and the two minima of $V$ are only $(W/2)(\coth2.5-1)=0.27$ mHa deep, less than a third of $T_c$. The displacements therefore spread broadly through $u=0$, unlike the two-valued ones of the opening. At $T_c$ the harmonic stiffness is still negative, $f''(0)=-0.118$ hartree/bohr², and the harmonic frequency is imaginary with magnitude 0.80 mHa. A static calculation with the physically correct electronic temperature would report an unstable lattice at the very temperature where the disordered phase becomes stable. Displacement patterns with $\sum_bu_b=0$ have stiffness $f''(0)+J=-0.118+0.031=-0.087$ hartree/bohr², also negative. The static instability therefore extends over all wavevectors of this model.

Further controls separate the two scales:

- With electrons held at zero temperature and only the ions heated, the transition is at $T_{\rm ion}=0.935$ mHa. Heating the electrons as well lowers it by only 0.7%.
- Doubling $J$ raises $T_c$ to 1.64 mHa. It leaves $T_s$ unchanged, since $J$ is absent from (2).
- Replacing Fermi–Dirac by Gaussian smearing moves the hardening width to 14.4 mHa, 2.35 times $T_s$, with no change in the physical system.

Criterion (5) was tested against finite systems whose total-displacement distribution was built by explicit convolution. The curves of $\langle S^4\rangle/\langle S^2\rangle^2$ for 64 and 256 blocks cross at $0.990\,T_c$, which is 1% below the value from (5). Treating the ions quantum mechanically, with the static susceptibility $\chi$ of a block replacing $\langle u^2\rangle_0/T$ in (5), lowers $T_c$ by 2.1%. Classical ions are adequate for this example.

## Which entropy destroys the order

The control with cold electrons suggests dividing the entropy into an ionic and an electronic part. Give the ions the temperature $T_i$ and the electrons $T_e$. At fixed mean displacement $m$, the free energy per block is the minimum over distributions $p(u)$ of

$$A=n\langle f(u,T_e)\rangle+\frac{nJ}{2}\left(\langle u^2\rangle-m^2\right)-T_iS_{\rm ion},\qquad S_{\rm ion}=-\int p\ln p\,du .$$

The constraint $\langle u\rangle=m$ is enforced by a field $\mathcal h$, which gives $p\propto e^{-(V-\mathcal hu)/T_i}$. For small $m$, $m=\mathcal h\langle u^2\rangle_0/T_i$. Creating $m$ against this field costs $\int_0^m\mathcal h\,dm'=T_im^2/(2\langle u^2\rangle_0)$, and the collective term contributes $-nJm^2/2$. Hence

$$A(m)-A(0)=\frac{n}{2}\,a\,m^2,\qquad a=\frac{T_i}{n\langle u^2\rangle_0}-J .$$

Because $p$ minimizes $A$ at fixed $m$, its own change does not contribute to first order when a temperature is varied. Therefore $\partial A/\partial T_i=-S_{\rm ion}$, and $\partial A/\partial T_e=n\langle\partial f/\partial T_e\rangle$ is minus the mean electronic entropy, measured from its value at $u=0$. On ordering, to second order in $m$, the entropies lost are

$$\delta S_{\rm ion}=\frac{nm^2}{2}\frac{\partial a}{\partial T_i},\qquad \delta S_{\rm el}=\frac{nm^2}{2}\frac{\partial a}{\partial T_e}.$$

At $T_c$ in the example the ionic share is 97.9% and the electronic share 2.1%. Both expressions were tested against entropies evaluated directly in a weakly ordered state. The small electronic share is understandable: at the root-mean-square displacement $\Delta=0.05\times0.1724=8.6$ mHa, about $9T_c$. Thermal excitation across such a gap is suppressed by at least $e^{-9}$, so what electronic entropy there is comes mainly from cells passing near $u=0$.

## The general statement and its proof

**Statement.** In this model, with classical ions and adiabatic electrons, no ordered state exists at $T\ge T_s$, for any $n$ and any $J>0$. The transition temperature satisfies $T_c<T_s$, and it approaches $T_s$ as $n\to\infty$.

**Proof of the bound.** The integral of the total derivative of the weight in (4) vanishes, so $\langle f'\rangle_m+J\langle u-m\rangle_m=0$. Inserting this in $\Phi'(m)=nJ(m-\langle u\rangle_m)$ gives

$$\Phi'(m)=n\langle f'(u,T)\rangle_m .\tag{7}$$

Next, consider the bracket in (1). The function $\tanh(z)/z$ decreases for $z>0$, so the bracket grows with $|u|$ and exceeds its value $f''(0,T)$ at $u=0$. That value grows with temperature, because $\tanh(\varepsilon/2T)$ falls, and it is zero at $T_s$. For $T\ge T_s$, therefore, $f'(u,T)>0$ at every $u>0$.

Now take $m>0$. The probabilities of opposite displacements have the ratio $p(u)/p(-u)=e^{2nJmu/T}>1$ for $u>0$. Since $f'$ is odd,

$$\langle f'\rangle_m=\int_0^\infty f'(u)\,[p(u)-p(-u)]\,du>0 .$$

By (7), $\Phi$ rises for all $m>0$, and by symmetry its only minimum is $m=0$. This excludes discontinuous transitions as well. At $T_s$ itself $\Phi''(0)=n^2J\langle uf'\rangle_0/T_s$ is strictly positive, and $\Phi'(m)>0$ at every $m>0$. By continuity $\Phi$ still rises for all $m>0$ slightly below $T_s$, so $m=0$ remains the only minimum there and the inequality $T_c<T_s$ is strict.

**Proof of the limit.** Take $T$ slightly below $T_s$, so that $-J<f''(0,T)<0$. As the bracket in (1) exceeds $f''(0,T)$, the force $f'+Ju$ is positive for $u>0$, and $V$ has its single minimum at $u=0$. For $n\to\infty$ the distribution narrows to a Gaussian with $\langle u^2\rangle_0=T/\{n[J+f''(0,T)]\}$. Then

$$\frac{nJ\langle u^2\rangle_0}{T}=\frac{J}{J+f''(0,T)}>1,$$

and the disordered state is unstable. Hence order exists arbitrarily close below $T_s$ when $n$ is large enough. ∎

The proof does not identify (5) with the transition below $T_s$, since a discontinuous transition could in principle come first. For the five couplings in the table below, $\langle u\rangle_m/m$ at $T_c$ was tested to be below one and to fall with $m$ on a set of points up to $gm=1.5\Delta_0$. By $\Phi'=nJ(m-\langle u\rangle_m)$ this shows no competing minimum in that range, as expected for a continuous transition.

## When ions dominate

With cold electrons, (1) becomes $f'=(g^2/W)\,u\,[\operatorname{arsinh}(W/\Delta_0)-\operatorname{arsinh}(W/|\Delta|)]$. For $\Delta,\Delta_0\ll W$ this is $(g^2/W)\,u\ln(|u|/u_0)$, and (6) requires $\langle u^2\ln(|u|/u_0)\rangle_0=0$. If $c$ is large, $J$ dominates the block potential and $u$ is Gaussian with variance $\sigma_u^2=T/(nJ)$. For a standard Gaussian variable $z$, $\langle|z|^s\rangle=2^{s/2}\Gamma(\tfrac{s+1}{2})/\sqrt\pi$. Its derivative at $s=2$ is

$$\langle z^2\ln|z|\rangle=\tfrac12\left[\ln2+\psi(\tfrac32)\right]=\tfrac12(2-\gamma-\ln2).$$

The condition $\ln(\sigma_u/u_0)=-\tfrac12(2-\gamma-\ln2)$ gives $\sigma_u^2=2e^{\gamma-2}u_0^2$. With $Ju_0^2=c\Delta_0^2/W$ and (3),

$$T_{\rm ion}=2e^{\gamma-2}\,\frac{nc\Delta_0^2}{W},\qquad \frac{T_{\rm ion}}{T_s}=\frac{2\pi}{e^2}\,\frac{nc\Delta_0}{W}.\tag{8}$$

The prefactor 0.482 was tested at $c=100$ and $\lambda=0.2$, where the full calculation gives 0.483. In the example, with $c=0.5$, it is 0.615, so the value of $T_{\rm ion}$ from (8) is there 22% below the computed one.

Ionic entropy controls the transition when $nc\Delta_0/W\ll1$. Strong coupling by itself does not ensure this. With $n=1$ held fixed, $T_c/T_s$ rises from 0.04 to 0.09 to 0.15 as $\lambda$ goes from 0.3 to 0.4 to 0.5. These are values for classical ions. With $W$, $g$, $c$ and the mass of the example, quantum ions lower $T_c$ by 20% at $\lambda=0.4$ and remove the order at $\lambda=0.3$; the entries of the table below shift by about 4% at most. What strong coupling brings is a short coherence length. For a linear band running from $-W$ to $W$ across a wavevector interval $\pi/a$, the velocity is $v=2Wa/\pi$, and $\xi=v/(\pi\Delta_0)$ is $2W/(\pi^2\Delta_0)$ cells. Assume an isotropic coherence volume and take $n$ as $\xi^3$ rounded, but at least 1. At weak coupling $n\Delta_0/W$ then grows as $(W/\Delta_0)^2$, and the ions become too stiff to matter:

| $\lambda$ | $n$ | $T_c/T_s$ | ionic share |
|---|---|---|---|
| 0.20 | 3400 | 0.98 | 2% |
| 0.25 | 169 | 0.85 | 15% |
| 0.30 | 23 | 0.59 | 46% |
| 0.40 | 2 | 0.18 | 97% |
| 0.50 | 1 | 0.15 | 98% |

At $\lambda=0.2$ the smearing temperature is a good estimate of $T_c$; at $\lambda=0.5$ it is too high by a factor of 6.6. The crossover position depends on the assumed $c$ and strongly on the rule for $n$, which contains the cube of a length defined only up to a numerical factor. If the exponential decay length $v/\Delta_0$ replaces $\xi=v/(\pi\Delta_0)$, then $n=12$ at $\lambda=0.5$, $T_c/T_s$ is 0.76 and the ionic share is 25%. The dominance of the ions in the worked example thus rests on its choice $n=1$.

Equal coupling between all blocks leaves out the critical fluctuations of a lattice with finite-range forces, and the electronic response has been taken as local to a block. The locality assumption is weak for $n=1$. On a chain with the linear band above and potentials $\pm\Delta_0$ of random sign at $\lambda=0.5$, no gap survives: 21% of the states lie within $0.8\Delta_0$ of the Fermi level, against 22% without distortion and none in the ordered state. The electronic entropy at $T_c$ is then 0.07 per cell, about a tenth of $\ln2$, while it nearly vanishes in the ordered state. The 2% electronic share is therefore a property of the local-gap model. The values of $T_c$ are thus results of this model, not predictions for a compound. In a material, the corresponding calculation keeps the electrons at the physical temperature and samples the forces at thermal ionic displacements, not only near vanishing displacement. The main computed values are in the numerical output.

## Calculated quantities

```
half bandwidth W = 0.040 hartree
coupling g = 0.050 hartree/bohr
lambda = 0.50, interblock number c = 0.50
ionic mass = 100 atomic mass units
bare stiffness K = 0.1250 hartree/bohr^2
interblock stiffness J = 0.03125 hartree/bohr^2
zero-temperature gap parameter Delta0 = 11.029 mHa
static distortion u0 = 0.2206 bohr
coherence length = 0.735 cells, block size n = 1
static energy gain per cell = 0.7463 mHa
T_s (Fermi smearing) = 6.1405 mHa = 1939 K
Gaussian smearing width = 14.4492 mHa
Gaussian width / T_s = 2.353
weak-coupling limit of that ratio = 2.354
T_ion (cold electrons) = 0.9349 mHa = 295 K
T_c (both) = 0.9284 mHa = 293 K
T_c/T_s = 0.1512, T_c/T_ion = 0.9930
T_ion prefactor: stiff limit 0.4821
T_ion prefactor: computed at c=100 0.4831
T_ion prefactor: example 0.6149
many-block crossing (64,256) / T_c = 0.9896
curvature f''(0) at T_c = -0.11805 hartree/bohr^2
imaginary frequency at T_c = 0.8047 i mHa
rms displacement at T_c = 0.1724 bohr
rms displacement / u0 = 0.781
ionic share of ordering entropy = 97.9 percent
electronic share = 2.1 percent
T_c with quantum ions = 0.9088 mHa
quantum lowering of T_c = 2.11 percent
T_c with J doubled = 1.6437 mHa (T_s unchanged)
scan: lambda, n, T_s, T_ion, T_c (mHa), T_c/T_s, ionic share (%)
  0.20  3400 0.3056 7.5587 0.2984 0.9764 2.3
  0.25   169 0.8307 2.7780 0.7090 0.8534 14.5
  0.30    23 1.6180 1.4373 0.9612 0.5941 45.5
  0.40     2 3.7229 0.6700 0.6622 0.1779 96.6
  0.50     1 6.1405 0.9349 0.9284 0.1512 97.9
one cell per block: lambda, T_c/T_s
  0.30 0.0386
  0.40 0.0898
  0.50 0.1512
```
